# Twenty electrons and the a2u lone pair of cubic [Y(CO)8]⁻: a program that tests the result

```python
# Result under test: in cubic [Y(CO)8]- the eight carbon lone pairs span
# a1g + t1u + t2g + a2u; the a2u combination, signs sgn(xyz), has no s, p or d
# partner on Y, so 20 valence electrons = 18 with such a partner + 2 in a2u.
# Symbols: vertices = unit vectors Y->C; lone, pistar = CO 5-sigma and pi*
# orbitals in the AO basis; metal = Y 5s, 5p, 4d; l = angular momentum on Y.
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants["Hartree energy in eV"][0]
R_YC, R_CO = 2.60, 1.14                  # angstrom, round values
Y_LEVELS = {0: -7.0, 1: -4.0, 2: -6.0}   # eV, round model values: 5s, 5p, 4d
WH_FACTOR = 1.75                         # Wolfsberg-Helmholz factor
signs = np.array(list(itertools.product([1, -1], repeat=3)), float)
vertices = signs / np.sqrt(3)
x, y, z = signs.T
patterns = {"a1g": [np.ones(8)], "t1u": [x, y, z],
            "t2g": [x*y, y*z, z*x], "a2u": [x*y*z]}
partner_l = {"a1g": 0, "t1u": 1, "t2g": 2, "a2u": 3}

# --- Group theory from the 48 explicit symmetry operations of the cube
operations = []
for perm in itertools.permutations(range(3)):
    for sg in itertools.product([1, -1], repeat=3):
        operations.append(np.eye(3)[list(perm)] * np.array(sg)[:, None])
names = ["a1g", "t1u", "eg", "t2g", "a2u"]
sigma_mult, pi_mult = np.zeros(5), np.zeros(5)
for op in operations:
    tr, axis_tr = np.trace(op), np.trace(abs(op))
    sym_square = (tr**2 + np.trace(op @ op)) / 2
    chars = np.array([1, tr, axis_tr - 1, sym_square - axis_tr,
                      np.prod(op.sum(axis=1))])
    fixed = np.sum(np.all(np.isclose(vertices @ op.T, vertices), axis=1))
    sigma_mult += fixed * chars / 48
    pi_mult += fixed * (tr - 1) * chars / 48
assert np.allclose(sigma_mult, [1, 1, 0, 1, 1])
assert np.isclose(pi_mult[2], 1) and np.isclose(pi_mult[4], 0)


def spd_values(n):
    a, b, c = n.T
    return np.array([np.ones(len(n)), a, b, c, np.sqrt(3)*a*b,
                     np.sqrt(3)*b*c, np.sqrt(3)*c*a, (3*c*c - 1)/2,
                     np.sqrt(3)*(a*a - b*b)/2])


# --- The one lone-pair combination invisible to s, p and d
angular = spd_values(vertices)
rank = np.linalg.matrix_rank(angular, tol=1e-10)
null_vector = np.linalg.svd(angular)[2][-1]
assert rank == 7
assert np.isclose(abs(null_vector @ (x*y*z)) / np.sqrt(8), 1)
f_sum = np.sum(x*y*z * np.prod(vertices, axis=1))
assert np.isclose(f_sum, 8 / (3*np.sqrt(3)))

# --- Twisting the upper face against the lower one restores a d partner
twist = np.radians(5.0)
half = np.where(z > 0, twist/2, -twist/2)
twisted = np.column_stack([
    np.cos(half)*vertices[:, 0] - np.sin(half)*vertices[:, 1],
    np.sin(half)*vertices[:, 0] + np.cos(half)*vertices[:, 1],
    vertices[:, 2]])
twist_ratio = abs(spd_values(twisted)[8] @ (x*y*z)) / abs(angular[4] @ (x*y))
assert np.isclose(twist_ratio, np.sin(twist))

# --- Free CO: 5-sigma lone pair and pi* orbital
co = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, R_CO)]], basis="6-31g",
           verbose=0)
co_hf = scf.RHF(co).run()
assert co_hf.converged
sigma5, pi_mo = co_hf.mo_coeff[:, 6], co_hf.mo_coeff[:, 7]
e_sigma5 = co_hf.mo_energy[6] * EV
S_AOS, P_STARTS = [0, 1, 2, 9, 10, 11], [3, 6, 12, 15]
assert max(abs(sigma5[p + k]) for p in P_STARTS for k in (0, 1)) < 1e-5
assert abs(pi_mo[S_AOS]).max() < 1e-5
pi_axis = pi_mo[3:5] / np.linalg.norm(pi_mo[3:5])


def ligand_sigma(n):
    v = np.zeros(18)
    v[S_AOS] = sigma5[S_AOS]
    for p in P_STARTS:
        v[p:p + 3] = n * sigma5[p + 2]
    return v


def ligand_pi(direction):
    v = np.zeros(18)
    for p in P_STARTS:
        v[p:p + 3] = direction * (pi_mo[p:p + 2] @ pi_axis)
    return v


# --- AO overlaps of the whole complex (no self-consistent step is needed)
y_basis = gto.basis.load("def2-svp", "Y") + [[3, [0.5, 1.0]]]
basis = {"Y": y_basis, "C": "6-31g", "O": "6-31g"}


def build(directions, charge):
    atoms = [["Y", (0.0, 0.0, 0.0)]]
    for n in directions:
        atoms += [["C", tuple(R_YC*n)], ["O", tuple((R_YC + R_CO)*n)]]
    return gto.M(atom=atoms, basis=basis, ecp={"Y": "def2-svp"},
                 charge=charge, spin=0, verbose=0)


mol = build(vertices, -1)
n_y = mol.aoslice_by_atom()[0, 3]
l_list = []
for b in range(mol.nbas):
    if mol.bas_atom(b) == 0:
        l_b = mol.bas_angular(b)
        l_list += [l_b] * ((2*l_b + 1) * mol.bas_nctr(b))
l_ao = np.array(l_list)
shell = {l: np.where(l_ao == l)[0] for l in range(4)}
overlap = mol.intor("int1e_ovlp")
lone, pistar = np.zeros((mol.nao, 8)), np.zeros((mol.nao, 16))
for k, n in enumerate(vertices):
    block = slice(n_y + 18*k, n_y + 18*(k + 1))
    e1 = np.cross(n, [0.0, 0.0, 1.0])
    e1 /= np.linalg.norm(e1)
    lone[block, k] = ligand_sigma(n)
    pistar[block, 2*k] = ligand_pi(e1)
    pistar[block, 2*k + 1] = ligand_pi(np.cross(n, e1))

# --- Overlap law: one ligand on z predicts all overlaps in the cube
y_lone = overlap[:n_y] @ lone
z_axis = np.array([0.0, 0.0, 1.0])
axis_s = (build([z_axis], 1).intor("int1e_ovlp")[:n_y, n_y:]
          @ ligand_sigma(z_axis))
nx, ny, nz = vertices.T
for l, m_axis, m_cube, factor in [(1, 2, 2, nz), (2, 2, 0, np.sqrt(3)*nx*ny),
                                  (3, 3, 1, np.sqrt(15)*nx*ny*nz)]:
    last = shell[l][-(2*l + 1):]
    assert abs(axis_s[last[m_axis]]) > 1e-3
    assert np.allclose(y_lone[last[m_cube]], axis_s[last[m_axis]]*factor,
                       atol=1e-8)


def squared_projection(v, space):
    t = space.T @ overlap @ v
    gram = space.T @ overlap @ space
    return abs(t @ np.linalg.solve(gram, t)) / (v @ overlap @ v)


unit = np.eye(mol.nao)
projection = {(s, l): squared_projection(lone @ p[0], unit[:, shell[l]])
              for s, p in patterns.items() for l in range(4)}
assert max(projection["a2u", l] for l in range(3)) < 1e-10
assert all(projection[s, partner_l[s]] > 1e-4 for s in patterns)

# --- Y 5s, 5p, 4d shapes: lowest empty orbitals of the closed-shell ion Y3+
ion = build([], 3)
ion_hf = scf.RHF(ion).run()
assert ion_hf.converged and ion.nelectron == 8
metal, metal_l = [], []
for l in range(3):
    size = 2*l + 1
    share = (ion_hf.mo_coeff[shell[l]]**2).sum(0) / (ion_hf.mo_coeff**2).sum(0)
    chosen = [i for i in range(4, n_y) if share[i] > 0.5][:size]
    blocks = ion_hf.mo_coeff[np.ix_(shell[l], chosen)].reshape(-1, size, size)
    ref = blocks[np.argmax((blocks**2).sum(axis=(1, 2)))]
    radial = (blocks*ref).sum(axis=(1, 2)) / np.sqrt(size * (ref**2).sum())
    for m in range(size):
        v = np.zeros(mol.nao)
        v[shell[l][m::size]] = radial
        metal.append(v)
        metal_l.append(l)
metal = np.array(metal).T
assert np.allclose(metal.T @ overlap @ metal, np.eye(9), atol=1e-5)
T2G, EG = [4, 5, 7], [6, 8]   # columns xy, yz, xz and z2, x2-y2
assert abs(metal[:, EG].T @ overlap @ lone).max() < 1e-8

# --- pi* orbitals: open to eg, closed to a2u
assert abs((lone @ (x*y*z)) @ overlap @ pistar).max() < 1e-8
pi_strength = ((metal.T @ overlap @ pistar)**2).sum(axis=1)
pi_ratio = pi_strength[EG].mean() / pi_strength[T2G].mean()
assert pi_strength[EG].min() > 1e-5 and np.isclose(pi_ratio, 3, rtol=1e-5)
pi_eg = squared_projection(metal[:, EG[0]], pistar)
pi_t2g = squared_projection(metal[:, T2G[0]], pistar)

# --- Extended Hueckel levels of nine metal orbitals and eight lone pairs
orbitals = np.hstack([metal, lone])
s_mat = orbitals.T @ overlap @ orbitals
site = np.array([Y_LEVELS[l] for l in metal_l] + [e_sigma5]*8)
h_mat = WH_FACTOR * s_mat * (site[:, None] + site[None, :]) / 2
np.fill_diagonal(h_mat, site)
levels, vectors = eigh(h_mat, s_mat)

core_y = 36   # krypton core
y_electrons = gto.charge("Y") - core_y
total = y_electrons - mol.charge + 2*len(vertices)
n_occ = total // 2
has_metal = abs(vectors[:9, :n_occ]).max(axis=0) > 1e-6
matched, unmatched = 2*int(has_metal.sum()), 2*int((~has_metal).sum())
assert (total, matched, unmatched) == (20, 18, 2)
homo = vectors[:, n_occ - 2:n_occ]
assert np.allclose(levels[n_occ - 2:n_occ], Y_LEVELS[2], atol=1e-5)
assert abs(np.delete(homo, EG, axis=0)).max() < 1e-5
assert levels[n_occ] > levels[n_occ - 1] + 1e-3

sym_levels = {}
for name, pats in patterns.items():
    weight = sum((p @ vectors[9:])**2 for p in pats)
    sym_levels[name] = levels[weight > 1e-8]
assert [len(sym_levels[s]) for s in patterns] == [2, 6, 6, 1]
lone_a2u = vectors[:, np.argmin(abs(levels - sym_levels["a2u"][0]))]
assert abs(lone_a2u[:9]).max() < 1e-6

print(f"Y-C distance: {R_YC:.2f} angstrom; C-O distance: {R_CO:.2f} angstrom")
print(f"valence electrons from Y: {y_electrons}; from charge: {-mol.charge}")
print(f"lone-pair electrons: {2*len(vertices)}; total: {total}")
for k, name in enumerate(names):
    print(f"multiplicity of {name}: lone pairs {abs(sigma_mult[k]):.0f}, "
          f"CO pi* {abs(pi_mult[k]):.0f}")
print(f"independent lone-pair patterns seen by s, p, d: {rank}")
print(f"a2u sum of c*x*y*z over vertices: {f_sum:.4f}")
for name in patterns:
    vals = ", ".join(f"{'spdf'[l]} {projection[name, l]:.4f}"
                     for l in range(4))
    print(f"squared projection of {name} lone pairs on Y basis: {vals}")
print(f"squared projection of Y 4d on CO pi*: eg {pi_eg:.4f}, "
      f"t2g {pi_t2g:.4f}")
print(f"ratio eg/t2g of summed squared pi* overlaps: {pi_ratio:.4f}")
print(f"free CO 5-sigma energy: {e_sigma5:.2f} eV")
print(f"model Y levels: 5s {Y_LEVELS[0]:.1f} eV, 4d {Y_LEVELS[2]:.1f} eV, "
      f"5p {Y_LEVELS[1]:.1f} eV")
print(f"Wolfsberg-Helmholz factor: {WH_FACTOR:.2f}")
for name in ["a1g", "t1u", "t2g"]:
    print(f"{name} levels: bonding {sym_levels[name].min():.2f} eV, "
          f"antibonding {sym_levels[name].max():.2f} eV")
print(f"a2u level: {sym_levels['a2u'][0]:.2f} eV")
print(f"eg level (highest filled): {levels[n_occ - 1]:.2f} eV")
print(f"lowest empty level: {levels[n_occ]:.2f} eV")
print(f"electrons in filled levels with Y s, p or d content: {matched}")
print(f"electrons in filled levels without it: {unmatched}")
print(f"face twist: {np.degrees(twist):.1f} degrees")
print(f"relative a2u-d angular coupling after twist: {twist_ratio:.4f}")
print("verified")
```

Running it gives:

```
Y-C distance: 2.60 angstrom; C-O distance: 1.14 angstrom
valence electrons from Y: 3; from charge: 1
lone-pair electrons: 16; total: 20
multiplicity of a1g: lone pairs 1, CO pi* 0
multiplicity of t1u: lone pairs 1, CO pi* 1
multiplicity of eg: lone pairs 0, CO pi* 1
multiplicity of t2g: lone pairs 1, CO pi* 1
multiplicity of a2u: lone pairs 1, CO pi* 0
independent lone-pair patterns seen by s, p, d: 7
a2u sum of c*x*y*z over vertices: 1.5396
squared projection of a1g lone pairs on Y basis: s 0.5858, p 0.0000, d 0.0000, f 0.0000
squared projection of t1u lone pairs on Y basis: s 0.0000, p 0.3938, d 0.0000, f 0.0841
squared projection of t2g lone pairs on Y basis: s 0.0000, p 0.0000, d 0.4162, f 0.0000
squared projection of a2u lone pairs on Y basis: s 0.0000, p 0.0000, d 0.0000, f 0.3896
squared projection of Y 4d on CO pi*: eg 0.0956, t2g 0.0394
ratio eg/t2g of summed squared pi* overlaps: 3.0000
free CO 5-sigma energy: -15.02 eV
model Y levels: 5s -7.0 eV, 4d -6.0 eV, 5p -4.0 eV
Wolfsberg-Helmholz factor: 1.75
a1g levels: bonding -16.97 eV, antibonding 7.73 eV
t1u levels: bonding -15.59 eV, antibonding 4.24 eV
t2g levels: bonding -14.58 eV, antibonding -2.75 eV
a2u level: -13.03 eV
eg level (highest filled): -6.00 eV
lowest empty level: -2.75 eV
electrons in filled levels with Y s, p or d content: 18
electrons in filled levels without it: 2
face twist: 5.0 degrees
relative a2u-d angular coupling after twist: 0.0872
verified
```
